Density-Matrix Response from a Function of a Block Triangular Matrix

For independent electrons in thermal equilibrium the density matrix is a function of the Hamiltonian, P = f(H). A perturbation V changes it to f(H+V), and since H and V need not commute, the first-order change is not simply f′(H)V. This problem obtains that change from one function of a matrix of twice the size,

M = [[H, V],[0, H]],

where the inner brackets list the rows of blocks. H and V are n×n matrices in an orthonormal basis. V is the whole first-order change of the Hamiltonian; in a self-consistent theory it includes the change induced by the density itself. Occupations are counted per spin. The function f is analytic on an open set containing the eigenvalues of H.

**(a) Define f(A) for a matrix that may lack a full set of eigenvectors. Show that the definition agrees with the usual ones for polynomials and for Hermitian A, and explain why M needs it.**

Let Γ be one or several separate closed curves, run counterclockwise, that together enclose every eigenvalue of A, with f analytic on and inside them. Define

f(A) = (1/2πi) ∮ f(z) (z−A)⁻¹ dz.

For f(z) = z^m, Γ may be deformed into a circle with |z| > ‖A‖, because the integrand is singular at the eigenvalues of A alone. There

(z−A)⁻¹ = Σ_k A^k / z^(k+1), k = 0, 1, 2, …

The integral of z^(m−k−1) is 2πi for k = m and zero otherwise, so the result is A^m. Linearity extends this to all polynomials.

For Hermitian A with orthonormal eigenvectors |i⟩ and eigenvalues a_i,

(z−A)⁻¹ = Σ_i |i⟩⟨i| / (z−a_i),

and Cauchy's formula gives f(A) = Σ_i f(a_i)|i⟩⟨i|, as it should.

Two choices of f matter here. The Fermi function f(ε) = 1/(1+e^x), x = (ε−μ)/kT, has poles where e^x = −1, that is, at ε = μ + iπkT(2m+1) with integer m. For T > 0 they lie off the real axis, and Γ can pass between them and the real spectrum. At T = 0, f is a step. If μ lies in a gap, one curve can enclose the levels below μ, where f = 1, and another those above, where f = 0. The step is then analytic wherever it is needed.

Now consider M. Since det(z−M) = [det(z−H)]², it has the eigenvalues of H, each with doubled multiplicity. An eigenvector with upper part x and lower part y must satisfy

(H−ε)y = 0,
(H−ε)x + Vy = 0.

Let H be Hermitian and ε = ε_i nondegenerate. Then y = α|i⟩. Multiplying the second equation by ⟨i| removes its first term and leaves αV_ii = 0. If V_ii ≠ 0, then α = 0 and y = 0, so x is proportional to |i⟩. A double eigenvalue has a single independent eigenvector. M cannot be diagonalized, even though H can, and f(M) cannot be built from eigenvectors.

**(b) Find (z−M)⁻¹ and from it the blocks of f(M).**

Write R = (z−H)⁻¹. Try an inverse with R on the diagonal and RVR above it:

[[z−H, −V],[0, z−H]] [[R, RVR],[0, R]] = [[1, (z−H)RVR − VR],[0, 1]].

Because (z−H)R = 1, the upper right block is VR − VR = 0. The product is the unit matrix, and for square matrices a right inverse is the inverse. Hence

(z−M)⁻¹ = [[R, RVR],[0, R]].

Inserting this in the definition and integrating each block gives

f(M) = [[f(H), L],[0, f(H)]],
L = (1/2πi) ∮ f(z) R V R dz.

The integrand has the form propagation, one action of V, propagation, which suggests a first-order response. That is the next thing to prove.

**(c) Prove that L is the Fréchet derivative of f at H in the direction V.**

The Fréchet derivative is the linear map V → L(H,V) for which f(H+V) − f(H) − L(H,V) vanishes faster than ‖V‖. The L of part (b) is linear in V, so the remainder is what has to be bounded.

Let R_V = (z−H−V)⁻¹. Then

R_V − R = R[(z−H) − (z−H−V)]R_V = R V R_V.

Using R_V = R + RVR_V once more on the right-hand side gives

R_V = R + RVR + RVRVR_V.

This is an identity, not a truncated series. Let K be the largest value of ‖R‖ on Γ, and take ‖V‖ ≤ 1/(2K). Then ‖RV‖ ≤ 1/2, and in

z−H−V = (z−H)(1−RV)

both factors are invertible, with ‖(1−RV)⁻¹‖ ≤ 2. Therefore ‖R_V‖ ≤ 2K on Γ. The same bound holds for every sV with 0 ≤ s ≤ 1, so no eigenvalue of H+sV touches Γ as s grows. Eigenvalues move continuously, so all those of H+V are still inside, and the same Γ serves for f(H+V).

Multiply the identity by f(z)/(2πi) and integrate. The first two terms give f(H) and L. If ℓ is the length of Γ and F the largest |f| on it, the last term yields

‖f(H+V) − f(H) − L‖ ≤ (ℓF/2π) · 2K³‖V‖².

The remainder is of second order, so L is the Fréchet derivative:

f(M) = [[f(H), L(H,V)],[0, f(H)]].

Nothing here used Hermiticity or a complete set of eigenvectors of H. A numerical test with a defective 3×3 H agrees with finite differences to about 1×10⁻¹¹ in every element.

**(d) Let H be Hermitian with H|i⟩ = ε_i|i⟩. Find the elements ⟨i|L|j⟩, including those between degenerate levels.**

In this basis R is diagonal with elements 1/(z−ε_i), so

L_ij = V_ij (1/2πi) ∮ f(z) / [(z−ε_i)(z−ε_j)] dz.

For ε_i ≠ ε_j use partial fractions:

1/[(z−ε_i)(z−ε_j)] = [1/(z−ε_i) − 1/(z−ε_j)] / (ε_i−ε_j).

Cauchy's formula turns the two terms into f(ε_i) and f(ε_j). For ε_i = ε_j there is a double pole, and Cauchy's formula for the derivative gives f′(ε_i). Together,

L_ij = f[ε_i,ε_j] V_ij,
f[a,b] = (f(a)−f(b))/(a−b) for a ≠ b,
f[a,a] = f′(a).

This f[a,b] is the first divided difference. The multiplication is element by element; it is not a matrix product. For a nondegenerate level the diagonal element f′(ε_i)V_ii is the change of occupation when the level shifts by V_ii at fixed μ. For degenerate levels this reading holds only in a basis that diagonalizes V within the degenerate subspace, since the first-order shifts are the eigenvalues of V there. Within a degenerate subspace all elements of V, off-diagonal ones included, are multiplied by the same f′. The individual elements change with the choice of orthonormal eigenvectors in that subspace, but the operator L they represent does not.

**(e) Bring the divided difference of the Fermi function to a form that stays accurate for nearly equal energies, and find its high-temperature limit.**

Write f = ½[1 − tanh(x/2)] and let x_a, x_b belong to energies a, b. The identity tanh p − tanh q = sinh(p−q)/(cosh p cosh q) gives

f(a) − f(b) = −sinh d / [2 cosh(x_a/2) cosh(x_b/2)], d = (x_a−x_b)/2.

Since a − b = kT(x_a−x_b) = 2kT d, division yields

f[a,b] = −(sinh d/d) / [4kT cosh(x_a/2) cosh(x_b/2)].

For d → 0 the ratio sinh d/d tends to 1, and f′(a) = −1/[4kT cosh²(x_a/2)] follows. No two nearly equal occupations are subtracted. The form is meant for close energies: when |a−b| exceeds about 1400 kT, sinh d overflows in double precision, and there the direct quotient should be used.

The gain can be estimated. Take μ = 0.2 eV, kT = 0.5 eV and two levels near −1 eV separated by 10⁻¹⁰ eV. There f′ ≈ −0.153 eV⁻¹, so the occupations differ by about 1.5×10⁻¹¹. Double precision stores numbers near 0.9 with a spacing of about 10⁻¹⁶, so a relative error of order 10⁻⁵ is expected from the direct quotient. The computed errors, relative to a 50-digit evaluation, are 8.7×10⁻⁶ for the quotient and 2.2×10⁻¹⁶ for the new form.

If all |ε_i−μ| are much smaller than kT, the hyperbolic cosines and sinh d/d all tend to 1, and

L ≈ −V/(4kT).

The response then has the same spatial pattern as the perturbation. At low temperature the energy denominators matter and this simple proportionality is lost.

**(f) At T = 0 with μ in a gap, show how matrix products alone can produce both P and L. Which elements of L survive?**

Matrices of the form of M multiply as

[[A, B],[0, A]] [[C, D],[0, C]] = [[AC, AD+BC],[0, AC]].

The upper right block obeys the product rule with the order of factors kept. A polynomial recursion applied to M therefore carries a matrix and its derivative along together.

Take the polynomial p(x) = 3x² − 2x³ and start from

X₀ = ½ + κ(μ−M),

with κ > 0 small enough that ½ + κ(μ−ε_i) lies between 0 and 1 for every level. Levels below μ start above ½, the others below ½. If X has diagonal block A and upper right block B, the step X → p(X) reads

A → 3A² − 2A³,
B → 3(AB+BA) − 2(A²B+ABA+BA²),

with A₀ = ½ + κ(μ−H) and B₀ = −κV.

To prove convergence, look first at real numbers. From

p(x) − x = −x(1−x)(1−2x)

the iterates decrease for 0 < x < ½ and increase for ½ < x < 1. As p′ = 6x(1−x) ≥ 0 on [0,1] and p(½) = ½, they stay on their own side of ½. A monotone bounded sequence converges, and its limit must be a fixed point; so the limits are 0 and 1 respectively.

The upper right block also involves derivatives, so convergence at isolated real points is not enough. For complex x with |x| ≤ 1/8,

|p(x)| ≤ |x|²(3+2|x|) ≤ ½|x|,

so this whole disc is drawn to 0. Because 1 − p(x) = p(1−x), an equal disc around 1 is drawn to 1. Each real starting value enters the interior of one of these discs after finitely many steps. By continuity, so does a small complex disc around it. Now let Γ consist of small circles around the levels. On Γ the functions f_k(z), obtained by k steps from ½ + κ(μ−z), converge uniformly to the step function. Their contour integrals converge too, so

f_k(M) → [[P, L],[0, P]].

In the eigenbasis the step function gives f[ε_i,ε_j] = 0 when both levels are occupied or both empty, degenerate pairs included, because f is constant there. For an occupied level i and an empty level u,

L_iu = (1−0)/(ε_i−ε_u) · V_iu = V_iu/(ε_i−ε_u),

and L_ui = V_ui/(ε_i−ε_u) likewise. These are the mixing terms of first-order perturbation theory, obtained without computing an eigenvector.

The method fails if a level lies at μ. Its starting value is ½, which p leaves unchanged, while p′(½) = 3/2. The diagonal element of B for that level is −κ(3/2)^k V_ii after k steps, and in exact arithmetic it diverges unless V_ii = 0. If the level at μ is degenerate, the off-diagonal elements of V within it grow by the same factor. In floating point, ½ is an unstable fixed point, and rounding eventually sends the occupation to 0 or 1 at random. As for cost, a product of matrices with a bounded number of nonzero elements per row takes work proportional to n. Linear scaling thus requires that A and B stay sparse, or can be truncated with controlled error, throughout the iteration, and that the number of steps stay bounded as n grows. Both depend on a gap that remains open. In a half-filled ring, whose gap closes with size, the steps multiply and A fills in.

**(g) The response so far is at fixed μ. Find the response at fixed electron number for T > 0.**

The Fermi function depends on H − μ. Raising μ by δμ therefore has the same effect as adding −δμ times the unit matrix I to H. By linearity the total first-order change is

L_N = L(H,V) − δμ L(H,I).

The electron number is the trace of the density matrix, so Tr L_N = 0 requires

δμ = Tr L(H,V) / Tr L(H,I) = Σ_i f′(ε_i)V_ii / Σ_i f′(ε_i).

The last form follows from part (d), since the diagonal elements of I are 1. The denominator is nonzero because f′ < 0 at every level when T > 0. Thus δμ is a weighted mean of the diagonal elements V_ii, and hence of the first-order level shifts, because within a degenerate subspace the V_ii add up to the sum of the shifts. The weight of a single level, −f′(ε_i), is largest at μ and falls off exponentially once |ε_i−μ| exceeds a few kT. The first form needs no eigenvectors. At T = 0 with a gap, both traces vanish; the number is already conserved to first order and no correction is needed.

**(h) Apply the results to a ring of six sites with hopping amplitude −1 eV, μ = 0.2 eV and kT = 0.5 eV (T ≈ 5802 K), when a potential of 0.1 eV is put on site 0.**

The eigenvectors are plane waves with site amplitudes e^(2πijk/6)/√6, where j is the site and k = 0, …, 5. Their energies are −2cos(2πk/6) eV: −2, −1, 1, 2, 1, −1 in the order of k. The pairs k = 1, 5 and k = 2, 4 are degenerate. The amplitude on site 0 is 1/√6 for every k, so every element of V in this basis is 0.1/6 = 0.016667 eV. Differences among the elements of L then come from the divided differences alone. For example,

L_01 = −0.071044 × 0.016667 = −0.001184,
L_15 = −0.152510 × 0.016667 = −0.002542.

The second connects two degenerate levels, so its factor is f′(−1 eV).

The eigenvector count of part (a) can be seen here too. At −2 eV, M has multiplicity 2 but one eigenvector. At −1 eV the multiplicity is 4. Within the degenerate pair V is a 2×2 matrix with equal elements, which annihilates one direction. This leaves one choice for y and two for x, hence 3 eigenvectors, as the rank computation confirms.

The occupation change on site 0 is the sum of all 36 elements L_kk′ divided by 6. Let S be the sum of the divided differences. Grouping equal energies, with degeneracies 1, 2, 2, 1, the pairs within the same energy contribute

−0.023963 − 4(0.152510) − 4(0.279528) − 0.051779 = −1.803894 eV⁻¹.

Pairs of different energies, counted in both orders, contribute

−2[2(0.071044) + 2(0.273297) + 0.240319 + 4(0.374423) + 2(0.296743) + 2(0.141385)] = −6.605898 eV⁻¹.

Thus S ≈ −8.40979 eV⁻¹, to the accuracy allowed by the rounded entries, and

L on site 0 = 0.1 × S/36 = −0.02336.

The repulsive potential removes about 0.023 electrons per spin from its site. The full change, from f(H+V) − f(H), is −0.02341, so the linear result is off by 0.2% of the full change. If the matrix V is multiplied by 0.1 and then by 0.05, so that the potential is 0.01 eV and then 0.005 eV, the norm of the remainder falls from 6.697×10⁻⁶ to 1.674×10⁻⁶. The ratio is 4.0004, as expected for a second-order remainder.

At fixed μ the ring as a whole loses 0.01566 electrons per spin. Since all V_kk are equal, δμ = 0.1/6 = 0.0167 eV. The correction −δμ L(H,I) is the same on every site by the symmetry of the unperturbed ring, so each site regains 0.01566/6 = 0.00261. The linear changes are:

site 0: −0.02336 at fixed μ, −0.02075 at fixed number
site 1: +0.00399 at fixed μ, +0.00660 at fixed number
site 2: −0.00048 at fixed μ, +0.00213 at fixed number
site 3: +0.00067 at fixed μ, +0.00328 at fixed number

Sites 5 and 4 mirror sites 1 and 2. On site 2 even the sign depends on which quantity is held fixed.

At T = 0 the levels at −2 and −1 eV are filled, giving 3 electrons per spin instead of the thermal 3.184. Only occupied–empty pairs contribute, in both orders:

L on site 0 = 2 × (0.1/36) × [−2/3 − 1/4 − 4/2 − 2/3] = −0.01991.

The terms in brackets, in eV⁻¹, belong to the transitions −2→1, −2→2, −1→1 and −1→2 eV. With κ = 1/4.4 eV⁻¹, which starts the lowest level at the fixed point 1, purification of the block matrix gives this value and is idempotent to 10⁻¹² after 7 steps. A smaller κ needs more steps. The changes on sites 1, 2 and 3 are +0.00787, −0.00046 and +0.00509, and the sum over the ring is zero to rounding, as part (g) requires. The numerical output below gives further digits and the deviations between the independent evaluations of L.

Computed values

```
sites: 6; hopping amplitude: -1.0 eV
mu: 0.2 eV; kT: 0.5 eV; site-0 potential: 0.1 eV
temperature: 5802 K
k=0: energy -2.0000 eV, occupation 0.987872
k=1: energy -1.0000 eV, occupation 0.916827
k=2: energy +1.0000 eV, occupation 0.167982
k=3: energy +2.0000 eV, occupation 0.026597
k=4: energy +1.0000 eV, occupation 0.167982
k=5: energy -1.0000 eV, occupation 0.916827
every plane-wave V element: 0.016667 eV
divided differences (1/eV), rows and columns k=0,1,2,3:
  -0.023963 -0.071044 -0.273297 -0.240319
  -0.071044 -0.152510 -0.374423 -0.296743
  -0.273297 -0.374423 -0.279528 -0.141385
  -0.240319 -0.296743 -0.141385 -0.051779
L element k=0,k'=1: -0.00118407
L element k=1,k'=5 (degenerate): -0.00254183
unperturbed occupation per site: 0.530681
site: linear change, full change, linear at fixed number, linear at T=0
  0: -0.0233605 -0.0234097 -0.0207499 -0.0199074
  1: +0.0039915 +0.0040331 +0.0066021 +0.0078704
  2: -0.0004787 -0.0004844 +0.0021319 -0.0004630
  3: +0.0006713 +0.0006874 +0.0032819 +0.0050926
electron number per spin: 3.184086
its linear change at fixed mu: -0.0156636
mu shift at fixed number: 0.016667 eV
remainder norm at 0.1 V: 6.697e-06
remainder norm at 0.05 V: 1.674e-06
remainder ratio: 4.0004
M at -2 eV: multiplicity 2, independent eigenvectors 1
M at -1 eV: multiplicity 4, independent eigenvectors 3
purification iterations: 7
near-degenerate gap: 1.0e-10 eV
relative error, direct quotient: 8.7e-06
relative error, sinh form: 2.2e-16
max deviation, block vs finite difference: 2.5e-14
max deviation, block vs contour: 1.8e-17
max deviation, block vs divided differences: 2.0e-17
max deviation, defective H vs finite difference: 1.2e-11
max deviation, purification vs finite difference: 9.8e-14
```
